# The Bravyi-Kitaev map from a Fenwick tree, with logarithmic Pauli weight

## The problem

An electron in a molecule can hop between two spin orbitals. On a quantum computer the orbitals are represented by qubits, and operators on different qubits commute, whereas fermionic creation and annihilation operators of different orbitals anticommute. The missing minus signs must be carried by extra Pauli matrices. Their number matters: a rotation generated by a Pauli string on $w$ qubits can be made by turning each $X$ or $Y$ factor into $Z$ with a single-qubit gate, collecting the parity of the $w$ qubits on one of them with $w-1$ CNOT gates, rotating that qubit, and undoing the CNOTs and the single-qubit gates.

Number the modes (spin orbitals) $j=1,\dots,n$ and fix the sign convention

$$|n_1\dots n_n\rangle=(a_1^\dagger)^{n_1}\cdots(a_n^\dagger)^{n_n}|{\rm vac}\rangle .$$

To reach its partner $a_j^\dagger$, the operator $a_j$ must pass the creation operators of all occupied modes before $j$, so

$$a_j|\mathbf n\rangle=n_j(-1)^{\sum_{k<j}n_k}|\mathbf n-\mathbf e_j\rangle. \tag{1}$$

An encoding must supply three things: the occupation $n_j$, the parity of the earlier modes, and the change of stored data when $n_j$ changes.

If qubit $j$ stores $n_j$ (the Jordan-Wigner map), the change touches one qubit but the parity involves $j-1$. If qubit $j$ stores $n_1+\dots+n_j$ modulo 2, the parity sits on one qubit, but the change touches $n-j+1$. A Fenwick tree stores parities of segments, chosen so that both tasks take logarithmically many qubits.

## What each qubit stores

Let $l(j)=2^{v(j)}$ be the largest power of two dividing $j$. Qubit $j$ stores

$$b_j=\sum_{k=j-l(j)+1}^{j}n_k \pmod 2. \tag{2}$$

Thus qubit 6 stores $n_5+n_6$ and qubit 8 stores $n_1+\dots+n_8$. In matrix form $\mathbf b=B\mathbf n$ modulo 2. Since $b_j$ contains $n_j$ and otherwise only earlier modes, $B$ is lower triangular with unit diagonal and is invertible. The map $V|\mathbf n\rangle=|B\mathbf n\rangle$ therefore permutes basis states. It is unitary, and the anticommutation relations survive it. This holds for any $n\ge1$; the tree is simply cut off at $n$.

## The three sets

**Update set $U(j)$: the other qubits that store mode $j$.** Write $m=j-1$ in binary. If a node's zero-based index $m'$ ends in exactly $t$ ones, then its segment has length $2^t$ and runs from $m'-2^t+1$ to $m'$. These are the indices that agree with $m'$ above the lowest $t$ bits. So a node covers $m$ if and only if $m'$ is obtained by choosing a position $t$ where $m$ has a zero and setting all lower bits to one.

The lowest zero of $m$ gives node $j$ itself. Going to the next zero means filling the present one, which adds $2^t=l(j)$. The covering nodes are thus the chain

$$j\to j+l(j)\to\cdots,$$

kept while it does not exceed $n$. Without its first member $j$, this chain is $U(j)$. The next member after $j$ is called its parent.

**Flip set $F(j)$: the qubits needed, besides $j$, to read $n_j$.** For $0\le i<v(j)$, the number $j-2^i$ is an odd multiple of $2^i$, so node $j-2^i$ covers $(j-2^{i+1},\,j-2^i]$. These segments join without gaps to give $(j-l(j),\,j-1]$, which is the segment of node $j$ without mode $j$. Therefore

$$F(j)=\{j-2^i:0\le i<v(j)\},\qquad n_j=b_j+\sum_{k\in F(j)}b_k \pmod 2. \tag{3}$$

**Parity set $P(j)$: the qubits that give the parity of modes $1,\dots,j-1$.** Start at $k=j-1$. Node $k$ covers $(k-l(k),k]$, and the remaining prefix ends at $k-l(k)$. Repeating $k\to k-l(k)$ until zero covers every earlier mode once:

$$\sum_{k<j}n_k=\sum_{k\in P(j)}b_k \pmod 2. \tag{4}$$

Each step removes the lowest one from the binary form of $k$, so $|P(j)|$ is the number of ones in $j-1$.

The binary form of $j-1$ ends in $v(j)$ ones. Removing them visits $j-1,j-2,j-4,\dots,j-2^{v(j)-1}$, which is $F(j)$. Hence $F(j)\subset P(j)$, and we define the remainder $R(j)=P(j)\setminus F(j)$.

## The ladder operators

Let $Z_S$ and $X_S$ denote products over the qubits in a set $S$, with $Z|b\rangle=(-1)^b|b\rangle$. By (3), the projector on $n_j=1$ is $(1-Z_jZ_{F(j)})/2$. By (4), the sign in (1) is $Z_{P(j)}$. Removing the electron flips qubit $j$ and the qubits in $U(j)$. Applied from right to left, these actions give

$$a_j=X_{U(j)}X_jZ_{P(j)}\,\tfrac12\left(1-Z_jZ_{F(j)}\right). \tag{5}$$

In the second term $Z_PZ_F=Z_R$, because $Z^2=1$ on the shared qubits. Matrix multiplication gives $XZ=-iY$, so this term is

$$-\tfrac12X_UX_jZ_jZ_R=-\tfrac12X_U(-iY_j)Z_R=+\tfrac i2X_UY_jZ_R .$$

The result is

$$a_j=\tfrac12(c_j+id_j),\quad c_j=X_UX_jZ_P,\quad d_j=X_UY_jZ_R. \tag{6}$$

Members of $U$ are larger than $j$ and members of $P$ are smaller, so the factors in each string act on different qubits. Both strings are Hermitian, and $a_j^\dagger=(c_j-id_j)/2$. For $n=1$ all three sets are empty and $a_1=(X_1+iY_1)/2$, the ordinary lowering of one occupation.

## Proof of the logarithmic weight

The weight of $c_j$ is $1+|U(j)|+|P(j)|$. Let $K=\lceil\log_2n\rceil$, so that $m=j-1$ fits into $K$ bits. Suppose $z$ of these bits are zero. Then $|P(j)|=K-z$.

The nodes covering $m$ with numbers up to $2^K$ correspond to the $z$ zeros and to the leading zero at bit position $K$; the latter gives node $2^K$. Including $j$ itself there are $z+1$ of them.

- If $n=2^K$, all these nodes exist. Then $|U(j)|=z$ and the weight of $c_j$ is $1+z+(K-z)=1+K$, the same for every mode.
- If $n<2^K$, node $2^K$ does not exist. It was a proper ancestor of $j$, since $j\le n<2^K$. Then $|U(j)|\le z-1$, and the weight is at most $K=1+\lfloor\log_2n\rfloor$.

In both cases

$$w(c_j)\le1+\lfloor\log_2n\rfloor,\qquad w(d_j)=w(c_j)-v(j). \tag{7}$$

The second relation holds because $d_j$ lacks the $v(j)$ factors on $F(j)$. The support of $d_j$ lies within that of $c_j$, so the whole operator $a_j$ also acts on at most $1+\lfloor\log_2n\rfloor$ qubits. The bound is attained for every $n$: mode 1 has an empty parity set and $U(1)=\{2,4,8,\dots\}$ up to $n$, which has $\lfloor\log_2n\rfloor$ members. This does not show that no other encoding has smaller weights.

## Pseudocode

It is convenient to store a string as two bit masks $(x,z)$, meaning $X^xZ^z$ with all $X$ factors on the left. Bit $j-1$ belongs to qubit $j$.

```
sets(j, n):                       # 1 <= j <= n
    U, P, F = empty lists
    k = j + l(j)
    while k <= n: append k to U;  k = k + l(k)
    k = j - 1
    while k > 0:
        append k to P
        if k > j - l(j): append k to F
        k = k - l(k)
    return U, P, F

ladder(j, n):
    U, P, F = sets(j, n)
    x  = mask(U and j)
    zc = mask(P)
    zd = zc xor mask(F and j)
    a    = { (x,zc): 1/2, (x,zd): -1/2 }
    adag = { (x,zc): 1/2, (x,zd): +1/2 }
    return a, adag

multiply (x1,z1) by (x2,z2):
    sign = (-1)^(number of ones in z1 and x2)
    return sign, (x1 xor x2, z1 xor z2)
```

In integer arithmetic $l(j)$ is `j & -j`. The coefficients in `a` are those of (5). In `adag` the projector selects an empty mode, which changes the minus sign to plus. The sign in the product arises from moving $Z^{z_1}$ past $X^{x_2}$. To return to ordinary Pauli letters, multiply the coefficient by $(-i)^q$, where $q$ counts the qubits on which both masks are one.

## Cost

The sets of one mode take $O(\log n)$ steps, and those of all modes take $O(n\log n)$. A product of two ladder operators has at most 4 strings before merging, and a product of four has at most 16. Their weights are at most $2(1+\lfloor\log_2n\rfloor)$ and $4(1+\lfloor\log_2n\rfloor)$. The number of integrals is unaffected by the encoding.

When $n=2^K$, every $c_j$ has weight $1+\log_2n$, as shown above, and the second relation in (7) gives the weight of $d_j$. This fixes the mean over all $2n$ strings. Counting multiples of 2, 4, 8 and so on gives $\sum_jv(j)=n/2+n/4+\dots+1=n-1$, hence

$$\bar w=1+\log_2n-\frac{n-1}{2n}. \tag{8}$$

For Jordan-Wigner both strings of mode $j$ have weight $j$, with mean $(n+1)/2$. Counting letters gives:

| $n$ | Bravyi-Kitaev max, mean | Jordan-Wigner max, mean |
|---|---|---|
| 4 | 3, 2.625 | 4, 2.5 |
| 8 | 4, 3.562 | 8, 4.5 |
| 10 | 4, 3.400 | 10, 5.5 |
| 100 | 7, 6.435 | 100, 50.5 |
| 1024 | 11, 10.500 | 1024, 512.5 |

At $n=4$ the Bravyi-Kitaev mean is the larger one. From 8 to 10 modes it falls. The first eight modes keep their strings, because their next ancestor would be node 16, and the two new modes have short strings of weights 3, 3, 3 and 2.

## One operator by hand

Take $n=8$ and $j=6$. Then $U=\{8\}$, $P=\{5,4\}$, $F=\{5\}$ and $R=\{4\}$, so

$$c_6=Z_4Z_5X_6X_8,\qquad d_6=Z_4Y_6X_8.$$

The occupations $10110101$, listed from mode 1, are encoded as $11110101$. For instance, $b_4=1+0+1+1=1$ and $b_6=0+1=1$ modulo 2. Mode 6 is occupied, since $b_6+b_5=1+0=1$. The earlier parity is $b_5+b_4=0+1=1$, so the amplitude is $-1$. Flipping qubits 6 and 8 gives

$$a_6:\quad|11110101\rangle\mapsto-|11110000\rangle .$$

## Long and short hops

For $p\ne q$, insert (6) into the hopping operator. The terms $c_pc_q+c_qc_p$ and $d_pd_q+d_qd_p$ vanish by anticommutation, and the mixed terms combine in pairs:

$$a_p^\dagger a_q+a_q^\dagger a_p=\tfrac i2(c_pd_q-d_pc_q). \tag{9}$$

For the hop between the ends of an eight-mode register, $c_1=X_1X_2X_4X_8$, $d_1=Y_1X_2X_4X_8$, $c_8=Z_4Z_6Z_7X_8$ and $d_8=Y_8$. Using $XY=iZ$ and $XZ=-iY$,

$$c_1d_8=iX_1X_2X_4Z_8,\qquad d_1c_8=-iY_1X_2Y_4Z_6Z_7,$$

$$a_1^\dagger a_8+a_8^\dagger a_1=-\tfrac12\left(X_1X_2X_4Z_8+Y_1X_2Y_4Z_6Z_7\right).$$

The weights are 4 and 5, against 8 for both Jordan-Wigner strings.

The hop between modes 4 and 5 shows the opposite. In Jordan-Wigner the common $Z$ factors cancel and both strings have weight 2. Here $c_4=Z_2Z_3X_4X_8$ and $d_5=Z_4Y_5X_6X_8$ share only the cancelling factor $X_8$ and the qubit 4, so $c_4d_5$ acts on qubits 2, 3, 4, 5, 6 (weight 5); $d_4=Y_4X_8$ and $c_5=Z_4X_5X_6X_8$ give $d_4c_5$ on qubits 4, 5, 6 (weight 3). Likewise the number operator $(1-Z_jZ_{F(j)})/2$ has a string of weight $1+v(j)$, which is 4 for mode 8, instead of 1. A model dominated by densities and hops between neighbours in the ordering can therefore favour Jordan-Wigner.

## A hydrogen chain

Consider four hydrogen atoms in a line, 1.0 Å apart, in the STO-3G basis. There are 8 spin orbitals and 4 electrons. The modes follow the Hartree-Fock orbitals in order of energy, with the two spins of each orbital adjacent. In atomic units,

$$H=E_{\rm nuc}+\sum_{pq\sigma}h_{pq}a^\dagger_{p\sigma}a_{q\sigma}+\tfrac12\sum_{pqrs,\sigma\tau}(pq|rs)\,a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.$$

The Hartree-Fock occupations $11110000$ become $10100000$: qubits 2, 4 and 8 store sums of two, four and four ones, all even. The diagonal element of the Pauli sum in this state is the Hartree-Fock energy, $-57.104$ eV. Numerical diagonalization of the Pauli sum among the four-electron states gives $-58.950$ eV ($-2.1664$ hartree). The correlation energy in this basis is

$$-58.950-(-57.104)=-1.846\ \text{eV}.$$

A full configuration-interaction calculation with the same integrals also gives $-58.950$ eV. These values leave out nuclear motion and relativity, and their digits belong to the minimal basis only. In the larger cc-pVDZ basis the Hartree-Fock energy is $-58.953$ eV, the full configuration-interaction energy $-61.334$ eV and the correlation energy $-2.381$ eV, shifts of about 1.8, 2.4 and 0.5 eV.

Keeping coefficients above $10^{-9}$ hartree in magnitude, both encodings give 185 strings, including the identity. The equal count has a reason. The unitary $V$ that takes Jordan-Wigner to Bravyi-Kitaev obeys

$$VX^xZ^zV^\dagger=X^{Bx}Z^{(B^{-1})^Tz}, \tag{10}$$

because $\mathbf n+x$ is stored as $B\mathbf n+Bx$, and $z\cdot\mathbf n=z\cdot B^{-1}\mathbf b$. Strings go to strings one to one, with unchanged coefficient magnitudes; the spectrum is also unchanged.

The weights differ little. Without the identity, the unweighted mean is 4.587 for Bravyi-Kitaev and 4.609 for Jordan-Wigner, and the maxima are 7 and 8. The bound for a product of four ladder operators, $4\times4=16$, exceeds the register size and promises nothing here. In this example, the logarithmic law for single ladder operators brings almost no saving in the mean weight of the Hamiltonian's strings. The ordering of the modes matters more than the encoding: with all spin-up modes placed before all spin-down modes, the means are 4.109 for Bravyi-Kitaev and 3.957 for Jordan-Wigner, so the small advantage changes sides, while the maxima remain 7 and 8.

## Stability and failure modes

**Rounding.** The sets and signs are integers, and the ladder coefficients $\pm1/2$ are represented without rounding. Rounding enters with the integrals and their sums. If small terms are dropped, each energy level shifts by at most the sum of their absolute coefficients, since a Pauli string has operator norm 1.

**A flipped qubit.** By (3), $b_k$ enters $n_k$ and the occupation of any mode $j$ with $k\in F(j)$. The condition $k=j-2^i$ with $i<v(j)$ means that $j=k+l(k)$, the parent of $k$. One bit error thus changes two decoded occupations, or one if the parent is absent. It can alter the electron number by two, or leave it unchanged while moving an electron.

**Wrong $Z$ set in $d_j$.** Using $P$ instead of $R$ breaks the algebra already at $n=2$. The correct $d_2=Y_2$ anticommutes with $c_1=X_1X_2$. The wrong string $Z_1Y_2$ differs from $c_1$ on two qubits, so the two signs cancel and the strings commute.

**Index zero.** The tree walk needs numbering from 1. Since `0 & -0` is zero, an update walk started at $j=0$ never ends.

**A changed register size.** The sets $P$ and $F$ do not depend on $n$, but $U$ does. When a newly added qubit is an ancestor of old modes, their operators must be built again.

**Unencoded states.** Initial occupations must be multiplied by $B$, and measured bit strings must be decoded with (3). Loading $11110000$ directly in the hydrogen example would prepare a different occupation state.
